# Why equal-energy silicon valleys can tunnel differently through an oxide

Consider two electrons in silicon, both arriving at a (001) interface with a thin oxide. Their total energies are equal, and each sits at the centre of a conduction valley as far as its motion along the interface is concerned. One belongs to a valley on the axis normal to the interface, the other to a valley on an in-plane axis. The oxide is the same for both and so is the height of its band edge above their energy. Yet in the model solved below one is transmitted about a thousand times more readily than the other. If energy and barrier agree, what tells the electrons apart?

The answer is chiefly their crystal momentum parallel to the interface; a difference in mass along the normal changes only a prefactor, which depends on the contact and does not grow exponentially with thickness. In silicon a valley centre is a band minimum, so its large parallel wavevector costs no energy there. An ideal interface hands the same wavevector to the oxide, where it generally does cost energy.

## What the interface conserves

Let $\mathbf q$ be the wavevector parallel to the interface. Suppose silicon and oxide share a two-dimensional lattice of translations $\mathbf R$, so that the translation operator $\mathcal T_{\mathbf R}$ commutes with the full Hamiltonian $H$, interface included. It then also commutes with the Green function $G=(E+i0-H)^{-1}$, which carries an electron across the oxide. With the convention $\mathcal T_{\mathbf R}|\mathbf q\rangle=e^{-i\mathbf q\cdot\mathbf R}|\mathbf q\rangle$,

$$
\langle\mathbf q'|G|\mathbf q\rangle
=\langle\mathbf q'|\mathcal T_{\mathbf R}^{\dagger}G\,\mathcal T_{\mathbf R}|\mathbf q\rangle
=e^{i(\mathbf q'-\mathbf q)\cdot\mathbf R}\langle\mathbf q'|G|\mathbf q\rangle .
$$

The amplitude must vanish unless the phase factor is one for every $\mathbf R$, that is, unless $\mathbf q'=\mathbf q+\mathbf G$ with $\mathbf G$ a reciprocal vector of the common interface lattice.

The conserved quantity is the full crystal wavevector. Write $\mathbf q=\mathbf Q+\boldsymbol\delta$, where $\mathbf Q$ is the projected valley centre and $\boldsymbol\delta$ the displacement from it. Effective-mass theory in silicon assigns transverse kinetic energy to $\boldsymbol\delta$ alone. The oxide has no knowledge of where silicon places its valleys, and its band energy depends on $\mathbf Q+\boldsymbol\delta$. Setting $\boldsymbol\delta=0$ therefore removes the transverse kinetic energy in silicon but not the transverse energy in the oxide.

For silicon with cubic lattice constant $a$, the six valleys lie at distance $k_0=0.85(2\pi/a)$ along the cubic axes. The unreconstructed (001) surface mesh is a square of side $b=a/\sqrt2$, with axes along $[110]$ and $[\bar110]$. The two valleys on the normal axis project to $\mathbf Q=0$. A valley on an in-plane cubic axis has mesh components of magnitude

$$
\frac{k_0}{\sqrt2}=\frac{0.85}{\sqrt2}\,\frac{2\pi}{\sqrt2\,b}=\frac{0.85\,\pi}{b}.
$$

Reciprocal vectors of this mesh change each component by multiples of $2\pi/b$. Since $0.85\pi$ is smaller than $\pi$, no such change shortens it. The four in-plane valleys, called side valleys below, keep a large parallel wavevector if the oxide continues the $1\times1$ mesh.

## A solvable oxide

Take a crystalline oxide with one conduction band, described by a simple cubic lattice of spacing $b$ in registry with the silicon mesh. Its band minimum, at $\mathbf q=0$, has energy $V$ and mass $m_B$. Energies are measured from the common silicon valley bottom. There is no field across the oxide, and tunnelling is coherent and elastic. With nearest-neighbour hopping $t_B=\hbar^2/(2m_Bb^2)$, the energy at normal wavevector $k$ is

$$
E=V+U(\mathbf q)+2t_B(1-\cos kb),\qquad
U(\mathbf q)=2t_B(2-\cos q_1b-\cos q_2b).
$$

Here $U$ is the price of parallel wavevector in the oxide. An electron below $V+U$ has no real $k$. Setting $k=i\kappa$ turns $\cos kb$ into $\cosh\kappa b$ and gives the complex band

$$
2t_B(\cosh\kappa b-1)=V+U(\mathbf q)-E .
$$

At fixed $E$, a larger $U$ requires a larger $\kappa$. This is the whole mechanism: the relevant barrier is the oxide band edge at the electron's own $\mathbf q$, not the lowest band edge.

For $\kappa b\ll1$ and $|\mathbf q|b\ll1$, the expansions $\cosh x-1\simeq x^2/2$ and $1-\cos x\simeq x^2/2$ give $t_Bb^2\kappa^2=V-E+t_Bb^2q^2$. Dividing by $t_Bb^2=\hbar^2/(2m_B)$,

$$
\kappa^2=q^2+\frac{2m_B(V-E)}{\hbar^2}.
$$

This familiar form shows the effect clearly, but the side valleys lie outside its range, because $0.85\pi$ is not small. With the barrier used below $\kappa b$ is about 2 even at $\mathbf q=0$, so the lattice expression is needed for all valleys.

## From decay constant to transmission

Since $\mathbf q$ is conserved, each valley becomes a one-dimensional problem along the normal. Represent the silicon valley by a chain of the same spacing with hopping $t_L=\hbar^2/(2m_zb^2)$, where $m_z$ is the valley's mass along the normal. A wave at the valley centre advances by a phase $\theta$ per layer, with

$$
E=2t_L(1-\cos\theta).
$$

For the $\mathbf Q=0$ valleys $m_z$ is the longitudinal mass $m_l$; for the side valleys it is the transverse mass $m_t$. Interference between the two normal valleys is neglected.

Let the oxide occupy layers $1$ to $N$, with identical silicon leads on both sides, and let the hopping across each contact be $t_c=\sqrt{t_Lt_B}$. This choice permits a short solution; it is a model contact, not a property of a real interface. Continue the lead wave $\psi_n$ formally to layer 1 and the oxide wave $\phi_n$ to layer 0. The equation at layer 0 contains $t_c\phi_1$ where an unbroken lead would contain $t_L\psi_1$; the equation at layer 1 contains $t_c\psi_0$ where an unbroken oxide would contain $t_B\phi_0$. Hence

$$
t_L\psi_1=t_c\phi_1,\qquad t_B\phi_0=t_c\psi_0 .
$$

Both conditions say that $u_n=\sqrt t\,\psi_n$, with the local hopping and local wave, is continuous at layers 0 and 1. The same holds at layers $N$ and $N+1$.

Write $C=\cosh\eta$, $S=\sinh\eta$ and $\eta=\kappa b$. On the right let $u_n=\tau e^{i\theta(n-N)}$, so that $u_N=\tau$ and $u_{N+1}=\tau e^{i\theta}$. The oxide solution with these two values is

$$
u_n=\tau\left[\cosh (N-n)\eta+\frac{C-e^{i\theta}}{S}\sinh (N-n)\eta\right].
$$

At $n=N+1$ the bracket is $C-(C-e^{i\theta})=e^{i\theta}$, as required. With $c_N=\cosh N\eta$ and $s_N=\sinh N\eta$, layer 0 gives

$$
\frac{u_0}{\tau}=c_N+\frac{C-e^{i\theta}}{S}s_N .
$$

For layer 1, use $\cosh(N-1)\eta=c_NC-s_NS$ and $\sinh(N-1)\eta=s_NC-c_NS$:

$$
\frac{u_1}{\tau}=c_NC-s_NS+\frac{C-e^{i\theta}}{S}(s_NC-c_NS)
=c_Ne^{i\theta}+\frac{1-Ce^{i\theta}}{S}s_N ,
$$

where $C^2-S^2=1$ was used in the last term.

On the left, an incident wave of unit amplitude in $u$ and a reflected wave $r$ give $u_0=1+r$ and $u_1=e^{i\theta}+re^{-i\theta}$. The combination $u_1-e^{-i\theta}u_0=2i\sin\theta$ is free of $r$. Inserting the oxide values,

$$
2i\sin\theta=\tau\left[2i\sin\theta\,c_N+\frac{2(1-C\cos\theta)}{S}s_N\right],
$$

and therefore

$$
\frac1\tau=c_N-i\,\frac{1-C\cos\theta}{S\sin\theta}\,s_N .
$$

The leads are identical, so equal amplitudes carry equal flux and $T=|\tau|^2$. Taking the squared modulus and using $c_N^2=1+s_N^2$,

$$
\frac1T=1+s_N^2\,\frac{S^2\sin^2\theta+(1-C\cos\theta)^2}{S^2\sin^2\theta}.
$$

With $S^2=C^2-1$ and $\sin^2\theta=1-\cos^2\theta$, the numerator becomes

$$
C^2-C^2\cos^2\theta-1+\cos^2\theta+1-2C\cos\theta+C^2\cos^2\theta=(C-\cos\theta)^2 .
$$

The transmission is

$$
T=\left[1+\frac{(\cosh\eta-\cos\theta)^2\sinh^2N\eta}{\sin^2\theta\,\sinh^2\eta}\right]^{-1}.
$$

For a thick oxide, $\sinh^2N\eta\simeq e^{2N\eta}/4$ and the leading 1 is negligible, so

$$
T\simeq P\,e^{-2N\eta},\qquad
P=\frac{4\sin^2\theta\,\sinh^2\eta}{(\cosh\eta-\cos\theta)^2}.
$$

Valleys can thus differ in two ways. The exponent depends on $\mathbf q$ through the oxide band. The prefactor also depends on the silicon normal mass through $\theta$. The contact hopping affects the prefactor but not $\kappa$, which follows from the oxide's bulk equation.

## Numbers for Si(001)

Use rounded standard silicon parameters, $a=5.43$ Å, $m_l=0.92m$ and $m_t=0.19m$, and a model oxide with $V=3.05$ eV, $m_B=0.5m$ and $N=4$. This oxide represents no particular material. The electron energy is $E=0.05$ eV. Then $b=3.84$ Å, the thickness is 15.4 Å, and

$$
t_B=\frac{\hbar^2}{2m}\,\frac{1}{0.5\,b^2}=\frac{3.81}{0.5\times(3.84)^2}\ \text{eV}=0.517\ \text{eV}.
$$

For a side valley both cosines in $U$ equal $\cos0.85\pi=-0.891$, so

$$
U=4t_B(1+0.891)=3.91\ \text{eV}.
$$

The parabolic estimate would be 7.37 eV, nearly twice as large. The side-valley electron thus faces $V+U-E=6.91$ eV, while the electron at $\mathbf Q=0$ faces $V-E=3.00$ eV. The complex band gives

$$
\cosh\eta_0=1+\frac{3.00}{2t_B}=3.90,\qquad
\cosh\eta_s=1+\frac{6.91}{2t_B}=7.68,
$$

where the subscripts denote the $\mathbf Q=0$ and side valleys. Hence $\eta_0=2.038$ and $\eta_s=2.728$, or $\kappa_0=0.531$ and $\kappa_s=0.711$ Å$^{-1}$.

The transmissions are $9.0\times10^{-8}$ and $6.3\times10^{-11}$, a ratio of about 1400. It factors as

$$
\frac{T_0}{T_s}\simeq e^{2N(\eta_s-\eta_0)}\frac{P_0}{P_s}
=250\times\frac{1.08}{0.188}\simeq1.4\times10^3 .
$$

Two controls separate the causes. Giving the side valley the same normal mass as the $\mathbf Q=0$ valley lowers the ratio from about 1400 to 314, so a contrast of several hundred remains without any mass difference in silicon. Making the oxide band flat in the plane, $U=0$, while retaining the different silicon masses leaves only 4.5. That remainder belongs to the prefactor and does not grow exponentially with thickness. Its size and even its direction depend on the contact. The choice $t_c=\sqrt{t_Lt_B}$ makes $\psi/\sqrt m$ continuous and gives $P\propto\sin^2\theta\simeq E/t_L\propto m_z$ at low energy, which favours the heavy valley. The common envelope matching of $\psi$ and $\psi'/m$ gives instead $P\simeq16(k/m_z)^2/(\kappa/m_B)^2\propto1/m_z$, which favours the light valley and would bring the full ratio below the equal-mass value. The exponential factor is independent of this choice; the total of 1400 is not. The exponential part grows by $e^{2(\eta_s-\eta_0)}\simeq4$ per layer.

These are transmissions of single modes, not currents. A current would also require the occupation of each valley and a sum over $\boldsymbol\delta$.

## What a fitted tunnelling mass conceals

Suppose the decay is interpreted with the lowest band edge alone, $\kappa^2=2m_{\rm app}(V-E)/\hbar^2$. The apparent mass is then

$$
m_{\rm app}=\frac{\hbar^2\kappa^2}{2(V-E)}.
$$

It equals $0.36m$ for $\mathbf Q=0$ and $0.64m$ for a side valley, although there is one oxide band with one band-edge mass, $0.5m$. To see why, substitute $\hbar^2\kappa^2/2=m_Bt_B\eta^2$ and multiply and divide by $V+U-E=2t_B(\cosh\eta-1)$:

$$
\frac{m_{\rm app}}{m_B}=\frac{\eta^2}{2(\cosh\eta-1)}\;\frac{V+U-E}{V-E}.
$$

The first factor is below one because $\cosh\eta-1>\eta^2/2$; it expresses the nonparabolic complex band. The second exceeds one when $U>0$; it is the parallel energy disguised as mass. At $\mathbf Q=0$ only the first acts. For the side valley the second wins. A tunnelling mass fitted for one valley therefore cannot be carried over to another without checking $\mathbf q$.

## Isolating the cause

Silicon valleys differ in normal mass as well as in $\mathbf q$. A two-dimensional test lattice, with one direction along the interface and one normal to it, removes this complication. In its leads the in-plane hopping joins second neighbours, giving an energy proportional to $1-\cos2q$, with $q$ in units of the inverse spacing. The valleys at $q=0$ and $q=\pi$ then have identical energies and normal velocities. The barrier has nearest-neighbour in-plane hopping, so its energy contains $1-\cos q$ and distinguishes the two.

Solved in real space for five barrier layers, this lattice transmits $3.3\times10^{-5}$ from valley 0 and $5.4\times10^{-9}$ from valley $\pi$. When the barrier's in-plane hopping is removed, both values become $3.3\times10^{-5}$. When its sign is reversed, with the band minimum held at the same energy but moved to $q=\pi$, the two original values change places. The contrast comes from the barrier band, and so does its direction. Large parallel momentum is not a handicap in itself: an oxide whose band minimum lies near a side valley's $\mathbf Q$ can favour that valley.

## When the selection rule loosens

Conservation holds modulo $\mathbf G$, so a larger interface cell admits more wavevectors. With a $2\times2$ cell, each component may change by $\pi/b$. The side valley's $0.85\pi/b$ can then become $-0.15\pi/b$ in both directions. For the unperturbed oxide band, $U$ falls from 3.91 to 0.23 eV and $\kappa$ to 0.545 Å$^{-1}$, close to the $\mathbf Q=0$ value. Symmetry now permits this path, but the actual $2\times2$ potential sets its strength. Silicon offers no exit at the folded wavevector: with $q=0.15(2\pi/a)$, even the normal-axis valleys require about $\hbar^2q^2/(2m_t)=0.60$ eV, far above the electron's 0.05 eV, and the other folded wavevectors lie further from any valley. The electron must be returned to its original wavevector before it leaves, so the potential has to act at least twice. A weak potential can leave a small amplitude in the slowly decaying component, which may still dominate in a sufficiently thick oxide.

The test lattice shows both this return path and a more direct one, because its folded wavevector is itself an open valley of the exit lead. A barrier potential alternating in sign from column to column, with amplitude half the normal hopping, couples $q=\pi$ to $q=0$. Transmission from valley $\pi$ into valley 0 becomes $6.0\times10^{-7}$, about a hundred times the entire clean transmission from valley $\pi$. Transmission that ends in valley $\pi$ again, the counterpart of the silicon path, rises only about fivefold, to $2.7\times10^{-8}$. Random site energies in the barrier, drawn uniformly within one normal hopping either side of zero, also break conservation; averaged over the sampled configurations, the total transmission from valley $\pi$ rises about tenfold, to $5.5\times10^{-8}$. Disorder that varies only from layer to layer leaves $q$ conserved. It can still change the transmissions, but what breaks the selection rule is variation along the interface, not disorder as such.

An amorphous oxide, a rough interface or phonons can therefore reduce the valley contrast found for an ideal crystal. The single-band oxide has a further limit: it has no valence band, so its $\kappa$ should not be trusted deep in a real gap, where the complex band bends towards the valence states. There $\kappa(E,\mathbf q)$ must come from the oxide's full complex band structure. The question to put to it is unchanged: how fast does a state decay at this energy and at this parallel wavevector? The numerical output below gives the values for both models.

## Calculated quantities

```
Si(001) and model oxide
silicon lattice constant a: 5.43 Angstrom
valley position / (2 pi/a): 0.85
longitudinal mass: 0.92 m
transverse mass: 0.19 m
oxide mass: 0.5 m
oxide edge V: 3.05 eV
electron energy E: 0.05 eV
oxide layers N: 4
hbar^2/(2m): 3.81 eV Angstrom^2
mesh side and layer spacing b: 3.8396 Angstrom
oxide thickness N b: 15.358 Angstrom
valleys at q=0: 2
side-valley |q|: 0.98356 1/Angstrom
oxide hopping t_B: 0.51687 eV
lead hopping, q=0 valley: 0.28091 eV
lead hopping, side valley: 1.3602 eV
theta, q=0 valley: 0.42509 rad
theta, side valley: 0.19202 rad
in-plane oxide energy U, side: 3.9096 eV
parabolic estimate of U, side: 7.3714 eV
kappa, q=0 valley: 0.53074 1/Angstrom
kappa, side valley: 0.7105 1/Angstrom
eta, q=0 valley: 2.0378
eta, side valley: 2.728
apparent mass, q=0 valley: 0.35774 m
apparent mass, side valley: 0.64111 m
T, q=0 valley: 8.9957e-08
T, side valley: 6.2596e-11
T ratio, q=0 / side: 1437.1
exponential part of ratio: 250.08
prefactor, q=0 valley: 1.0818
prefactor, side valley: 0.18824
prefactor part of ratio: 5.7466
T ratio, equal silicon masses: 314.28
T ratio, flat oxide band: 4.4517
2x2 folded U, side valley: 0.22534 eV
2x2 folded kappa: 0.54536 1/Angstrom
Test lattice: identical lead valleys at 0 and pi
layers: 5
energy / normal hopping: 0.5
oxide edge / normal hopping: 2
clean T, valley 0: 3.3479e-05
clean T, valley pi: 5.4145e-09
flat-band T, valley 0: 3.3479e-05
flat-band T, valley pi: 3.3479e-05
reversed-band T, valley 0: 5.4145e-09
reversed-band T, valley pi: 3.3479e-05
striped oxide T, pi to 0: 6.0496e-07
striped oxide T, pi to pi: 2.6793e-08
disordered mean total T from pi: 5.4787e-08
```
